# What one chlorine resonance reveals about bonding in titanium tetrachloride: test program

```python
"""Townes-Dailey analysis of a 35Cl resonance at 6 MHz in TiCl4.

Result under test: nu = (C_p/2) |1 - i - p/2|, so one frequency leaves
a line of solutions (i, p) for each sign of the quadrupole coupling.
i   : population gained by the chlorine sigma orbital (0 to 1)
p   : total population donated by the two chlorine pi orbitals
C_p : size of eQVzz/h for one 3p_z electron, MHz
u   : 2 nu/C_p; Z = 4(i-p) is the titanium charge in units of e
The direct side uses a density matrix, angular quadrature and nuclear
spin diagonalization. Rough real-case inputs are labelled in the output.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

NU = 6.0                 # MHz
C_P = 110.0              # MHz, rough
Q_BARN = -0.082          # 35Cl quadrupole moment, rough
ISOTOPE_RATIO = 0.79     # Q(37Cl)/Q(35Cl), rough
BOND_NM = 0.22           # Ti-Cl distance, rough
S_FRACTION = 0.15        # illustrative sigma-hybrid s fraction
EXPANSION = 0.15         # illustrative radial reduction per negative charge
PI_DIFFERENCE = 0.02     # illustrative p_x - p_y
TILT_DEG = 5.0           # illustrative libration angle
AMPLIFICATION = 10.0     # illustrative ionic-field amplification

# Angular matrix elements of 3 n_a n_b - delta_ab in the basis s,x,y,z.
cosines, weights = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(16)/16
ct, ph = np.meshgrid(cosines, phi, indexing="ij")
st = np.sqrt(1-ct**2)
normal = np.array([st*np.cos(ph), st*np.sin(ph), ct]).reshape(3, -1)
solid_weight = np.repeat(weights*2*np.pi/16, 16)
orbitals = np.vstack([np.ones(normal.shape[1])/np.sqrt(4*np.pi),
                      np.sqrt(3/(4*np.pi))*normal])
operator = 3*np.einsum("ak,bk->abk", normal, normal)
operator -= np.eye(3)[:, :, None]
ANGULAR = np.einsum("k,abk,mk,nk->abmn", solid_weight, operator,
                    orbitals, orbitals)
assert abs(ANGULAR[2, 2, 3, 3] - 4/5) < 1e-12
assert abs(ANGULAR[2, 2, 1, 1] + 2/5) < 1e-12
assert abs(ANGULAR[2, 2, 2, 2] + 2/5) < 1e-12

# Field gradient at chlorine from unit titanium charge and its counterions.
GEOMETRY = 2 - 0.75*(3/8)**1.5
ION_MHZ = (abs(Q_BARN)*1e-28*const.e**2*GEOMETRY
           / (4*np.pi*const.epsilon_0*(BOND_NM*1e-9)**3*const.h)/1e6)


def density(i, px, py, s=0.0):
    """Chlorine valence density matrix from bond and lone-pair orbitals."""
    bond = np.array([np.sqrt(s), 0, 0, np.sqrt(1-s)])
    lone = np.array([np.sqrt(1-s), 0, 0, -np.sqrt(s)])
    result = (1+i)*np.outer(bond, bond) + 2*np.outer(lone, lone)
    return result + np.diag([0, 2-px, 2-py, 0])


def coupling(i, p, s=0.0, difference=0.0, expansion=0.0, amplification=0.0):
    """Signed quadrupole coupling tensor in MHz."""
    matrix = density(i, (p+difference)/2, (p-difference)/2, s)
    negative_charge = np.trace(matrix) - 7
    valence = C_P*np.einsum("mn,abmn->ab", matrix, ANGULAR)
    valence /= ANGULAR[2, 2, 3, 3]*(1+expansion*negative_charge)
    ionic = -amplification*ION_MHZ*4*negative_charge
    return valence + ionic*np.diag([-0.5, -0.5, 1])


# Spin-3/2 matrices and the zero-field transition frequency.
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75-m[1:]*(m[1:]+1)), 1)
SPIN = [(raising+raising.T)/2, (raising-raising.T)/(2j), np.diag(m)]


def frequency(tensor):
    hamiltonian = sum(tensor[a, b]*SPIN[a]@SPIN[b]/6
                      for a in range(3) for b in range(3))
    levels = np.linalg.eigvalsh(hamiltonian)
    return levels[-1]-levels[0]


def solve_i(p, sign=-1, target=2*NU, **effects):
    """Find i for a fixed p and a chosen sign of eQVzz/h."""
    return brentq(lambda i: coupling(i, p, **effects)[2, 2]-sign*target,
                  -1, 2, xtol=1e-13)


u = 2*NU/C_P

# Full numerical road against the closed formula, including hybridization.
rng = np.random.default_rng(4)
for i, p, s in rng.uniform([0, 0, 0], [1, 1, 0.3], size=(30, 3)):
    expected = C_P/2*abs((1-s)*(1-i)-p/2)
    assert abs(frequency(coupling(i, p, s=s))-expected) < 1e-10

# Distinct states with one frequency, including both coupling signs.
cases = [(0.0, -1), (0.3, -1), (0.5, -1), (0.5, 1)]
solutions = []
for p, sign in cases:
    i = 1 + sign*u - p/2
    tensor = coupling(i, p)
    titanium = 4*(np.trace(density(i, p/2, p/2))-7)
    assert abs(frequency(tensor)-NU) < 1e-10
    assert np.sign(tensor[2, 2]) == sign
    assert abs(titanium-4*(i-p)) < 1e-12
    solutions.append((i, p, titanium, tensor[2, 2], frequency(tensor),
                      frequency(ISOTOPE_RATIO*tensor)))

# Finite-difference sensitivity: isotopes add no rank, charge does.
i0, p0 = solutions[1][:2]


def observables(x):
    tensor = coupling(*x)
    charge = np.trace(density(x[0], x[1]/2, x[1]/2))-7
    return np.array([frequency(tensor), frequency(ISOTOPE_RATIO*tensor),
                     charge])


step = 1e-4
jacobian = np.column_stack([
    (observables(np.array([i0, p0])+step*e)
     - observables(np.array([i0, p0])-step*e))/(2*step)
    for e in np.eye(2)])
rank_isotopes = np.linalg.matrix_rank(jacobian[:2], tol=1e-6)
rank_charge = np.linalg.matrix_rank(jacobian[[0, 2]], tol=1e-6)
assert rank_isotopes == 1 and rank_charge == 2
assert np.max(abs(jacobian[:2]@np.array([1, -2]))) < 1e-7

# A known charge recovers i and p on a chosen branch.
for i, p, titanium, signed, _, _ in solutions:
    total = 1+np.sign(signed)*u
    charge = titanium/4
    assert abs((2*total+charge)/3-i) < 1e-12
    assert abs(2*(total-charge)/3-p) < 1e-12

# Allowed intervals found by a scan of the numerical coupling.
ranges = []
for sign in (-1, 1):
    allowed = []
    for p in np.linspace(0, 1, 2001):
        i = solve_i(p, sign)
        if -1e-10 <= i <= 1+1e-10 and i >= p-1e-10:
            allowed.append((i, 4*(i-p)))
    allowed = np.array(allowed)
    low, high = 2*(1+sign*u)/3, min(1, 1+sign*u)
    # Half a grid step in p bounds the endpoint error in i; allow one step.
    assert abs(allowed[:, 0].min()-low) < 5e-4
    assert abs(allowed[:, 0].max()-high) < 5e-4
    top_charge = 4*(high-2*(1+sign*u-high))
    assert abs(allowed[:, 1].max()-top_charge) < 4e-3
    ranges.append((low, high, top_charge))

# Unequal pi donation: compare tensor and spin levels with eta formulas.
unequal = coupling(i0, p0, difference=2*PI_DIFFERENCE/2)
# The population difference follows directly from the density matrix.
pop = density(i0, (p0+PI_DIFFERENCE)/2, (p0-PI_DIFFERENCE)/2)
actual_difference = abs(pop[1, 1]-pop[2, 2])
eta = abs((unequal[0, 0]-unequal[1, 1])/unequal[2, 2])
assert abs(eta-1.5*actual_difference/u) < 1e-10
nu_unequal = frequency(unequal)
assert abs(nu_unequal-NU*np.sqrt(1+eta**2/3)) < 1e-10

# Direct finite differences of the tetrahedral point-charge potential.
axis = np.array([0., 0., 1.])
ligands = [np.array([np.sqrt(8)/3*np.cos(a), np.sqrt(8)/3*np.sin(a), 4/3])
           for a in 2*np.pi*np.arange(3)/3]


def potential(point):
    return (1/np.linalg.norm(point-axis)
            - sum(0.25/np.linalg.norm(point-x) for x in ligands))


d = 1e-3
second = [(potential(d*e)-2*potential(0*e)+potential(-d*e))/d**2
          for e in np.eye(3)]
assert abs(second[2]-GEOMETRY) < 5e-5
assert abs(second[0]+GEOMETRY/2) < 5e-5
assert abs(second[1]+GEOMETRY/2) < 5e-5

# Libration: average a rigid tensor over azimuth at fixed tilt.
tilt = np.deg2rad(TILT_DEG)
rigid = coupling(i0, p0)
average = np.zeros((3, 3))
for angle in 2*np.pi*np.arange(24)/24:
    rz = np.array([[np.cos(angle), -np.sin(angle), 0],
                   [np.sin(angle), np.cos(angle), 0], [0, 0, 1]])
    ry = np.array([[np.cos(tilt), 0, np.sin(tilt)], [0, 1, 0],
                   [-np.sin(tilt), 0, np.cos(tilt)]])
    rotation = rz@ry
    average += rotation@rigid@rotation.T/24
libration_factor = (3*np.cos(tilt)**2-1)/2
assert abs(frequency(average)/NU-libration_factor) < 1e-10

i_hybrid = solve_i(p0, s=S_FRACTION)
i_expansion = solve_i(p0, expansion=EXPANSION)
i_libration = solve_i(p0, target=2*NU/libration_factor)
i_ion = solve_i(p0, amplification=1)
i_amplified = solve_i(p0, amplification=AMPLIFICATION)
i_amplified_2 = solve_i(0.5, amplification=AMPLIFICATION)
i_amplified_zero = solve_i(0, amplification=AMPLIFICATION)
for i, p in [(i_amplified, p0), (i_amplified_2, 0.5)]:
    assert abs(frequency(coupling(i, p, amplification=AMPLIFICATION))
               - NU) < 1e-10
assert i_amplified_zero > 1
ion_coupling = ION_MHZ*solutions[1][2]

print(f"Input 35Cl frequency: {NU:.1f} MHz")
print(f"Rough one-p-electron coupling C_p: {C_P:.0f} MHz")
print(f"Frequency for one full p_z hole: {frequency(coupling(0, 0)):.1f} MHz")
print(f"Coupling magnitude: {2*NU:.1f} MHz")
print(f"Population imbalance u: {u:.4f} electrons")
print(f"S for negative coupling: {1-u:.4f} electrons")
print(f"S for positive coupling: {1+u:.4f} electrons")
print(f"Rough 37Cl/35Cl moment ratio: {ISOTOPE_RATIO:.2f} (no unit)")
print("Solutions: i, p (electrons); Z (e); coupling, nu35, nu37 (MHz)")
for label, row in zip("ABCD", solutions):
    print(label+": "+", ".join(f"{value:.4f}" for value in row))
for label, row in zip(["negative", "positive"], ranges):
    print(f"Allowed i, {label} coupling: {row[0]:.4f} to {row[1]:.4f}")
    print(f"Allowed Ti charge, {label} coupling: 0 to {row[2]:.4f} e")
print(f"Sensitivity rank, two isotopes: {rank_isotopes}")
print(f"Sensitivity rank, frequency plus charge: {rank_charge}")
print(f"Change in i for 0.1 MHz at fixed p: {0.1/abs(jacobian[0,0]):.4f}")
print(f"Reference i at p=0.3: {i0:.4f} electrons")
print(f"Hybrid s fraction: {S_FRACTION:.2f}; i at p=0.3: {i_hybrid:.4f}")
print(f"Expansion coefficient: {EXPANSION:.2f} per e")
print(f"With expansion, i at p=0.3: {i_expansion:.4f} electrons")
print(f"Libration tilt: {TILT_DEG:.1f} degrees")
print(f"Libration frequency factor: {libration_factor:.4f} (no unit)")
print(f"With libration, i at p=0.3: {i_libration:.4f} electrons")
print(f"Pi population difference: {actual_difference:.3f} electrons")
print(f"Asymmetry eta: {eta:.4f}; frequency: {nu_unequal:.4f} MHz")
print(f"Rough 35Cl quadrupole moment: {Q_BARN:.3f} barn")
print(f"Rough Ti-Cl distance: {BOND_NM:.2f} nm")
print(f"Ionic coupling size per Ti charge: {ION_MHZ:.4f} MHz/e")
print(f"Bare ionic coupling size at solution B: {ion_coupling:.4f} MHz")
print(f"Amplification matching full coupling at B: {2*NU/ion_coupling:.2f}")
print(f"With bare ionic field, i at p=0.3: {i_ion:.4f} electrons")
print(f"Illustrative ionic amplification: {AMPLIFICATION:.0f} (no unit)")
print(f"With amplified field, i at p=0.3: {i_amplified:.4f} electrons")
print(f"With amplified field, i at p=0.5: {i_amplified_2:.4f} electrons")
print(f"With amplified field, i at p=0: {i_amplified_zero:.4f} (not allowed)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Input 35Cl frequency: 6.0 MHz
Rough one-p-electron coupling C_p: 110 MHz
Frequency for one full p_z hole: 55.0 MHz
Coupling magnitude: 12.0 MHz
Population imbalance u: 0.1091 electrons
S for negative coupling: 0.8909 electrons
S for positive coupling: 1.1091 electrons
Rough 37Cl/35Cl moment ratio: 0.79 (no unit)
Solutions: i, p (electrons); Z (e); coupling, nu35, nu37 (MHz)
A: 0.8909, 0.0000, 3.5636, -12.0000, 6.0000, 4.7400
B: 0.7409, 0.3000, 1.7636, -12.0000, 6.0000, 4.7400
C: 0.6409, 0.5000, 0.5636, -12.0000, 6.0000, 4.7400
D: 0.8591, 0.5000, 1.4364, 12.0000, 6.0000, 4.7400
Allowed i, negative coupling: 0.5939 to 0.8909
Allowed Ti charge, negative coupling: 0 to 3.5636 e
Allowed i, positive coupling: 0.7394 to 1.0000
Allowed Ti charge, positive coupling: 0 to 3.1273 e
Sensitivity rank, two isotopes: 1
Sensitivity rank, frequency plus charge: 2
Change in i for 0.1 MHz at fixed p: 0.0018
Reference i at p=0.3: 0.7409 electrons
Hybrid s fraction: 0.15; i at p=0.3: 0.6952
Expansion coefficient: 0.15 per e
With expansion, i at p=0.3: 0.7338 electrons
Libration tilt: 5.0 degrees
Libration frequency factor: 0.9886 (no unit)
With libration, i at p=0.3: 0.7397 electrons
Pi population difference: 0.020 electrons
Asymmetry eta: 0.2750; frequency: 6.0752 MHz
Rough 35Cl quadrupole moment: -0.082 barn
Rough Ti-Cl distance: 0.22 nm
Ionic coupling size per Ti charge: 0.4901 MHz/e
Bare ionic coupling size at solution B: 0.8643 MHz
Amplification matching full coupling at B: 13.88
With bare ionic field, i at p=0.3: 0.7489 electrons
Illustrative ionic amplification: 10 (no unit)
With amplified field, i at p=0.3: 0.8365 electrons
With amplified field, i at p=0.5: 0.6715 electrons
With amplified field, i at p=0: 1.0841 (not allowed)
ALL CHECKS PASSED
```
